# Contact-resistance window for spin injection and magnetoresistance in short semiconductor channels

**Q:** You want to inject spins from a ferromagnetic metal into a semiconductor and read them with a second ferromagnet. I would make the contacts as transparent as possible. Why should there be a window of contact resistances?

**A:** Let us calculate it. A channel N of length \(t\) lies between two identical ferromagnets F, each behind a contact at \(x=0\) and \(x=t\). The current density \(J=J_++J_-\) flows along \(x\). I assume one-dimensional diffusive transport in linear response, no spin flips inside the contacts, and electrodes much thicker than their spin diffusion length \(l_F\). All resistances are multiplied by area.

For each spin I use the quasi-voltage \(V_\pm=-\mu_\pm/e\), where \(\mu_\pm\) is the electrochemical potential. Then \(-V_\pm'=\rho_\pm J_\pm\), with
\[
\rho_\pm=2\rho_F^*(1\mp\beta)\ \text{in F},\qquad \rho_\pm=2\rho_N\ \text{in N}.
\]
A contact has resistances \(r_\pm=2r_b(1\mp\gamma)\). Positive \(\beta,\gamma\) favour the + spin. For the antiparallel state (AP) both change sign on the right; for the parallel state (P) they do not.

**Q:** What decides how far the spin polarization survives?

**A:** Define \(s=(V_+-V_-)/2\), \(\bar V=(V_++V_-)/2\) and \(J_s=J_+-J_-\). Half the difference and half the sum of the two Ohm's laws in F are
\[
-s'=\rho_F^*(J_s-\beta J),\qquad -\bar V'=\rho_F^*(J-\beta J_s). \tag{1}
\]
In N, replace \(\rho_F^*\) by \(\rho_N\) and set \(\beta=0\).

Let \(\mathcal N=dn/d\mu\) be the thermodynamic density of states of N, both spins together. Each spin density shifts by \((\mathcal N/2)\delta\mu_\pm\), so \(n_+-n_-=(\mathcal N/2)(\mu_+-\mu_-)=-e\mathcal N s\). Multiplied by the electron charge \(-e\), this is a spin charge density \(e^2\mathcal N s\). If it relaxes in a time \(\tau_s\), steady state requires
\[
J_s'=-\frac{e^2\mathcal N s}{\tau_s}.
\]
The Einstein relation is \(1/\rho_N=e^2\mathcal N D\). Differentiating \(s'=-\rho_NJ_s\) therefore gives
\[
s''=\frac{\rho_Ne^2\mathcal N}{\tau_s}s=\frac{s}{\lambda^2},\qquad \lambda^2=D\tau_s. \tag{2}
\]
In F the same equation holds with \(l_F\). The spin resistances are \(r_N=\rho_N\lambda\) and \(r_F=\rho_F^*l_F\), and I write \(d=t/\lambda\).

**Q:** The electrodes are still in the problem. Can you remove them without assuming that the injected current has polarization \(\beta\)?

**A:** Yes. In the left electrode the solution that decays away from the contact is \(s\propto e^{x/l_F}\), so \(s'=s/l_F\). Equation (1) then gives \(s(0^-)=r_F[\beta J-J_s(0)]\). Across the contact, half the difference of the two voltage drops is
\[
s(0^-)-s(0^+)=r_b[J_s(0)-\gamma J].
\]
Eliminating \(s(0^-)\),
\[
s(0^+)=qJ-SJ_s(0),\quad q=\beta r_F+\gamma r_b,\quad S=r_F+r_b. \tag{3}
\]
On the right let \(\eta=+1\) for P and \(-1\) for AP. There \(s\) decays as \(e^{-(x-t)/l_F}\), so \(s(t^+)=r_F[J_s(t)-\eta\beta J]\). Adding the drop over the contact gives
\[
s(t^-)=SJ_s(t)-\eta qJ .
\]
This is satisfied together with (3) if \(J_s(t)=\eta J_s(0)\) and \(s(t^-)=-\eta s(0^+)\). So in P the spin current is even about the channel centre and \(s\) is odd; in AP the parities are exchanged.

**Q:** Then the injected polarization should depend on the second electrode.

**A:** It does. With \(\xi=(x-t/2)/\lambda\) and \(J_s=-s'/\rho_N\), the solutions are
\[
\text{P: } s=-a\sinh\xi,\quad J_s=\frac{a}{r_N}\cosh\xi;
\]
\[
\text{AP: } s=a\cosh\xi,\quad J_s=-\frac{a}{r_N}\sinh\xi .
\]
At \(x=0\), where \(\xi=-d/2\), the ratio \(s/J_s\) is \(r_N\tanh(d/2)\) in P and \(r_N\coth(d/2)\) in AP. Inserting this in (3) gives \(p=J_s(0)/J\):
\[
p_P=\frac{q}{S+r_N\tanh(d/2)},\qquad
p_{AP}=\frac{q}{S+r_N\coth(d/2)}. \tag{4}
\]
For transparent contacts, \(r_b=0\), the first becomes \(\beta r_F/[r_F+r_N\tanh(d/2)]\). It is small when \(r_F\ll r_N\tanh(d/2)\). This is the conductivity mismatch: in F the spins relax through a much smaller resistance than the channel offers them. For \(r_F\ll r_N\), your transparent contact fails unless \(\rho_Nt/2\) is comparable with \(r_F\) or smaller. In the silicon example below that would require \(t\) of about 0.3 nm or less, which is no real channel.

**Q:** Fine, a spin-selective resistance helps injection. By (4), with \(r_F\) negligible, \(p_P\) rises steadily towards \(\gamma\) as \(r_b\) grows. Where is the upper limit?

**A:** Injection sets none. The upper limit comes from the resistance change relative to the total resistance, so we need the total voltage.

In the left electrode I split (1) as
\[
-\bar V'=\rho_F^*(1-\beta^2)J+\beta\rho_F^*(\beta J-J_s).
\]
The first term is the ordinary resistance of the electrode, which I leave out of \(R\) and size later. Since \(\beta J-J_s=s/r_F\), the second term is \(\beta s/l_F\). Its integral over the electrode is \(\beta s(0^-)=\beta r_F(\beta-p)J\).

The contact adds half the sum of its two drops, \(r_b(1-\gamma p)J\). On the right the signs of \(\beta\), \(\gamma\) and \(J_s\) change together, so the same terms recur. The channel adds \(\rho_Nt\,J=r_Nd\,J\). Therefore
\[
R=r_Nd+2(\beta^2r_F+r_b)-2qp. \tag{5}
\]
Everything except \(p\) is common to both states, hence
\[
\Delta R=R_{AP}-R_P=2q(p_P-p_{AP}). \tag{6}
\]
With \(r_F\) negligible, \(q=\gamma r_b\) and \(\Delta R/(2r_b)=\gamma(p_P-p_{AP})\). A change that is large relative to the contact resistance therefore needs \(p_P\) large and \(p_{AP}\) small.

**Q:** So "efficient injection" is not true of both magnetic states?

**A:** Correct, and the statement of the window has to say so: it means efficient injection in P. In AP, without spin flips, each spin meets one easy and one difficult contact. The two spin channels have equal resistance, and the current is unpolarized. What AP has instead is a large spin accumulation \(s\).

For an explicit formula, insert (4) in (6). With half-angle arguments, \(\coth-\tanh=2/\sinh d\) and \(\coth+\tanh=2\coth d\). The product of the two denominators is thus \(S^2+r_N^2+2Sr_N\coth d\). Multiplying above and below by \(\sinh d\),
\[
\Delta R=\frac{4q^2r_N}{(S^2+r_N^2)\sinh d+2Sr_N\cosh d}. \tag{7}
\]

**Q:** I would like something independent of this chain of eliminations.

**A:** A numerical network of resistors, two per length element and joined by spin-flip conductances, uses the local laws alone. I compared it with (4), (5) and (7) for four sets of \((r_F/r_N,\beta,r_b/r_N,\gamma,d)\):

- \((0.3,\,0.4,\,0.5,\,0.6,\,0.7)\)
- \((0.8,\,0.6,\,0.2,\,-0.3,\,1.8)\)
- \((0.02,\,0.5,\,2\times10^{-5},\,0.5,\,0.2)\)
- \((0.05,\,0.3,\,4,\,0.7,\,0.1)\)

The largest relative difference in resistances, their difference and polarizations was \(9\times10^{-5}\).

**Q:** Now the window, please, with its conditions.

**A:** Let \(r_F\) be negligible against \(r_b\) and \(r_N\), so that \(q=\gamma r_b\) and \(S=r_b\). With \(x=r_b/r_N\) from here on,
\[
p_P=\frac{\gamma x}{x+\tanh(d/2)},\qquad p_{AP}=\frac{\gamma x}{x+\coth(d/2)}.
\]
Each reaches half its final value \(\gamma\) at \(x=\tanh(d/2)\) and \(x=\coth(d/2)\) respectively. Between these points injection is good in P and still weak in AP. For \(d\ll1\) they lie at \(d/2\) and \(2/d\), far apart. The Fert–Jaffrès window is therefore
\[
r_N\frac{t}{\lambda}\ll r_b\ll r_N\frac{\lambda}{t}. \tag{8}
\]
For \(t\gg\lambda\) both half-points tend to \(x=1\) and the window closes. Injection in P still works there for \(r_b\gg r_N\), but (7) falls as \(e^{-d}\).

**Q:** That shows where \(p_P-p_{AP}\) is large. Two-terminal magnetoresistance is a ratio. A large \(r_b\) also raises \(R_P\).

**A:** So define \(MR=\Delta R/R_P\) and expand at fixed \(x\) to first order in \(d\). From (7),
\[
\frac{\Delta R}{r_N}\simeq\frac{4\gamma^2x^2}{2x+d(1+x^2)}
\simeq2\gamma^2x\left(1-\frac{d}{2x}-\frac{xd}{2}\right).
\]
From (5), with \(p_P\simeq\gamma(1-d/2x)\),
\[
\frac{R_P}{r_N}\simeq d+2x-2\gamma^2x\left(1-\frac d{2x}\right)=2x(1-\gamma^2)+d(1+\gamma^2).
\]
Dividing, the two terms in \(d/2x\) combine through \(1+(1+\gamma^2)/(1-\gamma^2)=2/(1-\gamma^2)\):
\[
MR\simeq\frac{\gamma^2}{1-\gamma^2}\left[1-\frac{xd}{2}-\frac{d}{x(1-\gamma^2)}\right]. \tag{9}
\]
The factor \(x\) has cancelled in the leading term, so where both losses are small the ratio is the plateau \(MR_0=\gamma^2/(1-\gamma^2)\). On the low side this needs \(x\gg d/(1-\gamma^2)\), which is stricter than (8) when \(\gamma\) is near 1: at \(d=0.05\), \(x=1\) the ratio \(MR/MR_0\) is 0.91 for \(\gamma=0.5\) but 0.64 for \(\gamma=0.95\). The first loss grows with contact resistance, the second with its inverse.

**Q:** What causes the two losses?

**A:** The second is dilution by the channel resistance. On the low side spin flips are negligible, and each spin passes through its own series resistance. In P these are
\[
4r_b(1\mp\gamma)+2\rho_Nt=2(2r_b+\rho_Nt)(1\mp p),\quad p=\frac{2\gamma r_b}{2r_b+\rho_Nt}.
\]
In parallel they give \(R_P=(2r_b+\rho_Nt)(1-p^2)\). In AP each spin has \(2(2r_b+\rho_Nt)\), so \(R_{AP}=2r_b+\rho_Nt\). Thus
\[
MR=\frac{p^2}{1-p^2}\qquad(d\ll1,\ x\ll1/d). \tag{10}
\]
The plain resistance \(\rho_Nt\) reduces the effective asymmetry from \(\gamma\) to \(p\).

The first loss is spin relaxation during the stay in the channel. For \(x\gg d\) the term \(d\) in the denominator of \(\Delta R\) is negligible against \(2x\), and \(R_P/r_N\simeq2x(1-\gamma^2)\), so
\[
MR=\frac{MR_0}{1+xd/2}\qquad(d\ll1,\ x\gg d). \tag{11}
\]
To interpret \(xd/2\), consider a uniform accumulation \(s\). It stores spin charge \(e^2\mathcal Nts\) per area. By (3) with \(r_F=0\), at fixed \(J\) each contact drains it at the rate \(s/r_b\). The escape time is therefore
\[
\tau_{esc}=\tfrac12e^2\mathcal N\,t\,r_b .
\]
Since \(\rho_N\lambda^2=\tau_s/(e^2\mathcal N)\), we have \(xd/2=r_bt/(2\rho_N\lambda^2)=\tau_{esc}/\tau_s\). Too resistive a contact holds the spins in the channel until they relax.

**Q:** Is that escape time more than a name for \(xd/2\)?

**A:** It can be computed separately, as the slowest decay time of diffusion in a leaking channel without spin flips. For \(d=0.004\), \(x=2/d=500\) and \(\gamma=0.5\), that decay time agrees with \(\tau_{esc}\) within \(0.1\%\). The network's MR agrees with (11), using the computed time, within \(0.2\%\).

In these terms the edges of (8) are
\[
r_N\frac t\lambda=\rho_Nt,\qquad r_N\frac\lambda t=\frac{\tau_s}{e^2\mathcal Nt}.
\]
At fixed resistivity, density of states and length, a longer spin lifetime moves the upper edge and leaves the lower one alone. A shorter channel widens the window on both sides.

**Q:** "Much less than" is little use to someone making a contact. Where does the signal fall to half?

**A:** On the upper side (11) gives \(x=2/d\). On the lower side set (10) equal to \(MR_0/2\). Then \(p^2=(MR_0/2)/(1+MR_0/2)=\gamma^2/(2-\gamma^2)\). Since \(p/\gamma=2x/(2x+d)\),
\[
x_{low}=\frac{d/2}{\sqrt{2-\gamma^2}-1},\qquad x_{high}=\frac2d. \tag{12}
\]
The best contact minimizes the loss in (9). Setting \(d/2=d/[x^2(1-\gamma^2)]\),
\[
x_{best}=\sqrt{\frac{2}{1-\gamma^2}},\qquad \text{relative loss}=d\sqrt{\frac{2}{1-\gamma^2}}. \tag{13}
\]
To first order in \(d\), a small tolerated loss \(\varepsilon\) thus requires \(d\lesssim\varepsilon\sqrt{(1-\gamma^2)/2}\); the full formula allows a few per cent more at \(\varepsilon=0.05\) and about 20% more at \(\varepsilon=0.25\). Being shorter than \(\lambda\) is not enough; the channel must be shorter by a factor of about \(\sqrt{2/(1-\gamma^2)}/\varepsilon\), which becomes very large as \(\gamma\) approaches 1.

**Q:** Put in a semiconductor that someone might use at room temperature.

**A:** Take a vertical channel of heavily doped n-type silicon at 300 K, \(t=100\) nm. Rough typical values are \(n=2\times10^{19}\ \mathrm{cm^{-3}}\), mobility \(100\ \mathrm{cm^2/Vs}\) and \(\tau_s=1\) ns. The electrodes have \(\rho_F^*=10\ \mathrm{\mu\Omega\,cm}\), \(l_F=40\) nm and \(\beta=0.5\), roughly as in cobalt. I choose \(\gamma=0.5\).

Fermi–Dirac statistics give \(D=3.24\ \mathrm{cm^2/s}\), which is 1.25 times the nondegenerate value. Then \(\lambda=\sqrt{D\tau_s}=569\) nm and \(d=0.176\). With \(\rho_N=3.12\ \mathrm{m\Omega\,cm}\),
\[
r_N=(3.12\times10^{-5}\ \mathrm{\Omega\,m})(5.69\times10^{-7}\ \mathrm m)=17.8\ \mathrm{\Omega\,\mu m^2}.
\]
In comparison \(r_F=0.004\ \mathrm{\Omega\,\mu m^2}\). The scales in (8) are 3.1 and \(101\ \mathrm{\Omega\,\mu m^2}\). The full formula puts half of \(MR_0\) at
\[
r_b=5.1\ \text{and}\ 191\ \mathrm{\Omega\,\mu m^2},
\]
or \(5.1\times10^{-8}\) and \(1.9\times10^{-6}\ \mathrm{\Omega\,cm^2}\). The estimates (12) give 4.8 and 202.

**Q:** And the signal at the best contact?

**A:** The optimum is \(r_b=29.8\ \mathrm{\Omega\,\mu m^2}\), against 29.0 from (13). There \(p_P=0.475\) and \(p_{AP}=0.064\). Equation (5), with \(r_F\) neglected, reads in \(\mathrm{\Omega\,\mu m^2}\)
\[
R_P=3.12+59.62-29.81(0.475)=48.6,
\]
\[
R_{AP}=3.12+59.62-29.81(0.064)=60.8 .
\]
The difference, taken before rounding, is 12.3 and \(MR=25\%\), compared with \(MR_0=33\%\). The relative loss is 24%; first order predicts 29%, so \(d=0.18\) is already at the border of the expansion. The escape time is 0.15 ns, which accounts for roughly half of the first-order loss.

Transparent contacts with \(r_b=0\) would give \(p_P=0.0013\) and \(MR=1.6\times10^{-4}\,\%\). This limit is an idealization: even a barrier-free contact to this silicon keeps a ballistic (Sharvin) resistance of about \(0.18\ \mathrm{\Omega\,\mu m^2}\), some 40 times \(r_F\). If that resistance is spin-independent the numbers change little; with \(\gamma=0.5\) it would give \(p_P\approx0.05\) and \(MR\approx0.3\%\), still small. At \(r_b=10^4\ \mathrm{\Omega\,\mu m^2}\) injection is excellent in both states, \(p_P=0.500\) and \(p_{AP}=0.490\), and MR is 0.66%. That answers your question about the upper limit: injection close to its limit \(\gamma\) coexists with a very small magnetoresistance ratio. The difference \(\Delta R\) itself has not collapsed; it is \(99\ \mathrm{\Omega\,\mu m^2}\), but \(R_P\) has grown to \(1.5\times10^4\ \mathrm{\Omega\,\mu m^2}\).

**Q:** How much does the channel length matter if I readjust the contact each time?

**A:** With the other parameters fixed, the largest MR is 33% at \(t=0.01\lambda\), 28% at \(0.1\lambda\), 7.9% at \(\lambda\) and 0.72% at \(3\lambda\). There is still a best contact in a long channel, but no plateau.

**Q:** Which of your assumptions would hurt most in this device?

**A:** Leaving aside the contacts themselves, the spin lifetime, among the effects I have sized. If it is ten times shorter, with the same contact and mobility, MR drops from 25% to 11%.

The others are smaller. Two 200 nm electrodes add 0.06% of \(R_P\). The mean free path is roughly 3 to 5 nm, at most about 5% of \(t\), so diffusion is acceptable. At \(1000\ \mathrm{A/cm^2}\) the AP carrier polarization is 0.4%. The drift parameter \(\mu_eE\lambda/2D\), with \(\mu_e\) the mobility and \(E\) the channel field, is 0.003. Averaged over the two spins, each contact drops at most 0.3 mV, far below \(kT/e=26\) mV, so linear response holds. Across a 1 nm oxide this applied voltage adds only 0.003 MV/cm, negligible against a breakdown field of roughly 10 MV/cm. If the silicon under the oxide is depleted, however, the built-in field is of the order of MV/cm, and that field, not the applied voltage, sets the margin. With the band bending of a 0.6 eV barrier entirely in the silicon, the surface field is about 1.9 MV/cm at the channel doping and 3.4 MV/cm at \(6\times10^{19}\ \mathrm{cm^{-3}}\); in SiO\(_2\) on top it would be up to three times larger, so at the higher doping it can approach breakdown.

**Q:** You treat \(r_b\) as a knob. A metal on silicon has a Schottky barrier whether I want it or not.

**A:** That is a serious practical difficulty. For a rough 0.6 eV barrier, depletion extends 6.2 nm from each contact, 12% of the channel in total. Merely shortening the channel by this amount changes MR to 26%. The tunnelling resistance matters more. A contact measured without spin accumulation shows its two spin resistances in parallel, \((1-\gamma^2)r_b\). With that conversion, a WKB estimate for a (001) surface, with an abrupt depletion layer and silicon's anisotropic valleys, gives \(r_b\approx1600\ \mathrm{\Omega\,\mu m^2}\) at the channel doping. This is eight times the upper edge. Equation (11) then gives
\[
\frac{xd}{2}=\frac{1600}{17.8}\,\frac{0.176}{2}\approx7.9,\qquad MR\approx\frac{33\%}{8.9}\approx4\%,
\]
if \(\gamma\) stays at 0.5.

More doping near the surface thins the barrier. The same estimate places the contact inside the half-height window for surface dopings between about \(3\times10^{19}\) and \(1\times10^{20}\ \mathrm{cm^{-3}}\), with the optimum near \(6\times10^{19}\). These are guides to size: image-force lowering, which would reduce the resistance by roughly a factor of two, is omitted, and replacing the valleys by one isotropic mass raises the resistance at channel doping by a factor 3.6. A self-consistent Poisson barrier in place of the abrupt depletion layer raises it by a factor 1.6, and a (110) or (111) surface by 1.7 or 2.6. Image force, the Poisson barrier and a (111) surface move the optimum doping between about \(4.5\) and \(6.7\times10^{19}\ \mathrm{cm^{-3}}\). The estimate also says nothing about the spin selectivity of such a contact.

**Q:** Should I then expect 25% from a real silicon device?

**A:** Not from this calculation. The doping, mobility and lifetime are in the range of heavily doped silicon, but \(\gamma=0.5\) is generous for a semiconductor contact at room temperature. With \(\gamma=0.2\) the plateau itself is \(0.04/0.96=4\%\), before any loss. Real devices are also often lateral, with current entering through wide contacts on top of the film. Equation (8) then needs geometrical factors, because spins spread under and beyond the contacts, and I have not calculated them here. The design rule holds at low bias, where the contacts respond linearly, for a vertical channel with two equal contacts and negligible \(r_F\): choose \(r_b\) near \(r_N\sqrt{2/(1-\gamma^2)}\), and make \(t\) much shorter than \(\lambda\sqrt{(1-\gamma^2)/2}\). The numerical output lists the remaining values.

## Calculated quantities

```
Network vs formula, worst relative difference: 9.1e-05
Inputs: n = 2.0e+19 cm^-3, mobility = 100 cm2/Vs, T = 300 K
Inputs: spin lifetime = 1.0 ns, channel length = 100 nm
Inputs: beta = 0.5, gamma = 0.5, rhoF* = 10 uohm cm, lF = 40 nm
Fermi level above band edge: -1.5 meV; kT = 25.85 meV
Diffusion constant D: 3.240 cm2/s; D/(mobility*kT/e) = 1.253
Spin diffusion length: 569 nm; d = t/lambda = 0.1757
Channel resistivity: 3.121 mohm cm
rN = 17.76 ohm um2; rF = 0.0040 ohm um2; rF/rN = 2.25e-04
Scale rN*t/lambda = 3.12 ohm um2; scale rN*lambda/t = 101.1 ohm um2
Half-point of p_P: 1.56 ohm um2; of p_AP: 202.7 ohm um2
Ideal MR gamma^2/(1-gamma^2): 33.33 %
Half-height window of rb: 5.11 to 191.0 ohm um2
Same window: 5.11e-08 to 1.91e-06 ohm cm2
Short-channel estimates of edges: 4.83 and 202.2 ohm um2
Best rb: 29.81 ohm um2 (estimate 29.01); MR = 25.23 %
First-order loss at optimum: 28.7 %; actual 24.3 %
At best rb: R_P = 48.57, R_AP = 60.83 ohm um2; escape time = 0.1474 ns
Table: rb (ohm um2), p_P, p_AP, R_AP-R_P (ohm um2), MR (%)
       0.000 1.282e-03 9.866e-06 5.088e-06 1.629e-04
       0.100 3.132e-02 2.564e-04 3.230e-03 9.732e-02
       1.000 1.961e-01 2.464e-03 1.944e-01 3.946e+00
       5.108 3.833e-01 1.230e-02 1.897e+00 1.667e+01
      29.809 4.752e-01 6.410e-02 1.226e+01 2.523e+01
     191.013 4.960e-01 2.426e-01 4.840e+01 1.667e+01
    1000.000 4.992e-01 4.157e-01 8.350e+01 5.552e+00
   10000.000 4.999e-01 4.901e-01 9.857e+01 6.570e-01
Channel t = 0.01 lambda: largest MR = 32.799 % at rb = 28.80 ohm um2
Channel t = 0.1 lambda: largest MR = 28.394 % at rb = 29.43 ohm um2
Channel t = 1.0 lambda: largest MR = 7.931 % at rb = 34.48 ohm um2
Channel t = 3.0 lambda: largest MR = 0.718 % at rb = 46.58 ohm um2
Neglected: electrodes (200 nm each) / R_P = 6.2e-04
Neglected: mean free path about 4.6 nm, / t = 0.046
Current density for the next lines: 1000 A/cm2; R_P*J = 0.486 mV
Neglected: channel field 3.12 V/cm; drift number mob*E*lambda/(2D) = 2.7e-03
Neglected: AP accumulation s = 0.1300 mV; carrier polarization = 4.0e-03
Neglected: field in a 1 nm oxide carrying rb*J: 3.0e-03 MV/cm
Spin lifetime ten times shorter: MR at the same rb = 11.10 %
Schottky barrier 0.6 eV: depletion width = 6.22 nm, two widths / t = 0.124
Channel shortened by both depletion layers: MR = 26.10 %
Bare Schottky contact at channel doping: rb = 1.59e+03 ohm um2
Same with one isotropic mass 0.258 m_e: rb = 5.71e+03 ohm um2
Surface doping for upper edge, best rb, lower edge: 3.35e+19, 5.63e+19, 1.01e+20 cm^-3
```
